Why Energy-Volume Curves Are Jagged at Constant Plane-Wave Cutoff

Compute the energy of a crystal at a series of closely spaced volumes, with the same plane-wave cutoff each time, and the points may not lie on a smooth curve. They follow one short smooth arc, drop abruptly as the volume grows, and then follow another arc. Nothing in the crystal changes abruptly. What changes is the list of plane waves used to describe it.

A model with one attractive well per cell shows how this happens. It also shows what more k-points, larger cells and lower symmetry do to the jumps, and what they leave untouched. Hartree atomic units are used, Ω is the cell volume, and energies are per primitive cell unless stated otherwise.

**The model**

Each cell of a simple cubic crystal contains the well

v(r) = −U exp(−r²/2s²), U = 5.5 hartree, s = 0.6 bohr,

and two electrons that do not interact with each other. These are round model values and represent no material. Electron repulsion and the energy between ions are left out, so the curve says nothing about an equilibrium volume.

The normalized plane waves are exp(iq·r), divided by the square root of the crystal volume, with q = k+G. The kinetic energy is diagonal, q²/2. The potential connects waves with the same k. Its matrix element is the Fourier integral of one well divided by Ω. Each Cartesian direction contributes √(2π) s exp(−s²p²/2), where p is that component of G−G′, so

⟨k+G|V|k+G′⟩ = −(U/Ω)(2πs²)^(3/2) exp(−s²|G−G′|²/2).

The basis contains every wave with |k+G|²/2 ≤ E_cut, where E_cut = 10 hartree. This cutoff is deliberately low, to make the jumps large. The two electrons fill the lowest band. At the ends of the volume range studied, 108 and 160 bohr³, the gap above that band is at least 1.126 hartree on the sampled k-points.

**When a wave enters**

Keep the cell shape and the fractional coordinates of k fixed. All lattice vectors then scale as Ω^(1/3), and all reciprocal vectors as Ω^(−1/3). If g is the length |k+G| at unit volume,

|k+G|² = g²/Ω^(2/3).

Expansion shortens every k+G while the sphere keeps its radius, so waves move inward. One enters when g²/(2Ω^(2/3)) = E_cut, that is, at

Ω = [g²/(2E_cut)]^(3/2).

For the cubic cell at Gamma, g² = 4π²M, with M = h²+k²+l² for integer labels (h,k,l). Between 108 and 160 bohr³ three shells enter: M = 12, 13 and 14, at 115.28, 129.99 and 145.27 bohr³. They contain 8, 24 and 48 waves.

Between two entries the list of labels is fixed. The Hamiltonian is then a finite matrix whose elements vary smoothly with Ω, and the sum of its occupied eigenvalues is smooth as long as a gap separates them from the empty ones. A jump therefore needs a change of the list. As a test, the Gamma-point curve was computed in steps of 0.5 bohr³, choosing the basis at each volume from the cutoff alone. A step counted as a discontinuity if it lay below the mean of its two neighbours by more than half the smallest of the drops listed below. The scan found three such steps, each in the interval that contains a predicted volume.

**Why the energy drops, and by how much**

The sum of the lowest N eigenvalues is the minimum of the energy over all sets of N orthonormal orbitals in the basis. Adding waves keeps every old set available, so the minimum cannot rise. The same argument holds for a self-consistent energy that is minimized over its orbitals at fixed occupations. The drop is zero if the new waves do not couple to the occupied states and do not push an empty level below the occupied ones.

To find its size, call the old basis P and the entering waves Q. For one occupied band at one k-point, let c and d be the parts of the new eigenvector in P and Q:

H_PP c + H_PQ d = E c
H_QP c + H_QQ d = E d.

The second line gives d = (E − H_QQ)⁻¹ H_QP c. Inserting this in the first gives

[H_PP + H_PQ (E − H_QQ)⁻¹ H_QP] c = E c.

Let ψ be the old eigenvector, H_PP ψ = εψ. Project the last equation on ψ and divide by ⟨ψ|c⟩. To leading order, c on the left may be replaced by ψ, E in the inverse by ε, and H_QQ by its diagonal. Then

E − ε ≈ −Σ_q |⟨q|H|ψ⟩|²/(H_qq − ε).

The denominator is positive, because q lies at the cutoff, far above the occupied level. With two electrons per band and a mesh of N_k points of equal weight, the downward jump J per cell is

J ≈ (2/N_k) Σ_q Σ_j |⟨q|H|ψ_j⟩|²/(H_qq − ε_j).

Here q runs over all waves entering at that volume, from any k-point, and j over the occupied bands at the k-point to which q belongs. In a self-consistent calculation the response of the density can change the size of the drop, but at fixed occupations the variational argument still fixes its sign.

For the Gamma point alone, diagonalization before and after each entry gives the following drops, with the formula's value in brackets:

8 waves: 6.471 mHa (6.452)
24 waves: 17.139 mHa (16.826)
48 waves: 31.757 mHa (30.417)

The last exact drop exceeds the estimate by 4.4% of the estimate. One neglected effect has this sign. The potential also couples the entering waves to each other, and its matrix elements are negative. This lowers the energy of their symmetric combination, which is the one that couples to the symmetric ground state, and so reduces the denominator. The calculation does not separate this from the other higher-order terms.

The drop per entering wave is 0.809, 0.714 and 0.662 mHa. Multiplied by the entry volume, these become 93, 93 and 96 mHa bohr³, so over these three entries the drop per wave is nearly proportional to 1/Ω. This is expected of an orbital localized in its well. A normalized plane wave has amplitude Ω^(−1/2) in the cell, and the matrix element enters squared. The length of q is the same at every entry, because |q|² = 2E_cut there.

A jump is thus the product of three things: the weight 1/N_k, the number of waves that enter together, and a contribution per wave that varies slowly. The largest jump here, 31.757 mHa or about 0.86 eV, is large because 48 waves enter at once with full weight.

**More k-points**

On an n×n×n mesh each k-point has weight 1/n³. If each jump involved the same number of waves as before, the jumps would shrink as 1/N_k. On a cubic mesh they shrink more slowly.

Take a mesh that includes Gamma, and let a be the cubic lattice constant. Every k+G has the form (2π/na)m, with m a triple of integers, and every triple occurs once. Hence

|k+G|² = (2π/na)² M, M = m_x² + m_y² + m_z².

Since M is an integer, many waves share the same length, including waves that no symmetry operation connects. Setting |k+G|² = 2E_cut with a² = Ω^(2/3) gives the value of M that enters at Ω:

M = n² · 2E_cut Ω^(2/3)/(4π²).

Over a fixed volume range, M covers an interval proportional to n². Some integers are not sums of three squares. By Legendre's three-square theorem these are the numbers 4^α(8β+7), with α and β non-negative integers. They make up a fraction (1/8)(1 + 1/4 + 1/16 + …) = 1/6 of all integers, so the number of distinct jumps still grows as n². If the summed drop stays about constant, the mean jump falls as

n⁻² = N_k^(−2/3).

The calculation gives:

1 k-point: 3 jumps, largest 31.757 mHa, mean 18.46 mHa
8 k-points: 12 jumps, largest 8.500 mHa, mean 4.74 mHa
27 k-points: 26 jumps, largest 4.346 mHa, mean 2.30 mHa
64 k-points: 47 jumps, largest 3.081 mHa, mean 1.24 mHa

From the first and last meshes the power of N_k in the mean jump is −0.650, close to −2/3. The difference can be traced. The number of jumps grows by 47/3 = 15.7 instead of 16, and the summed drop rises from 55.4 to 58.2 mHa.

The largest jump must also vanish in the limit of a dense mesh. Once m_x and m_y are chosen, at most two values of m_z give a prescribed M. The number of waves with that M therefore grows no faster than n², while the weight is 1/n³. With a bounded contribution per wave, the largest jump is bounded by a constant times 1/n. This is a bound, not an estimate of the actual rate.

Reducing the mesh by symmetry saves work but does not alter the jumps. Equivalent k-points have shells that enter together, and the weight of the representative point counts them all.

**Larger cells**

Repeat the primitive cell n times in each direction and use only the Gamma point of the supercell. The reciprocal vectors of the supercell are the vectors k+G of the primitive n×n×n mesh. The potential still has the primitive period, so it does not couple different k, and the supercell matrix separates into the blocks of the mesh. The supercell energy is the sum over these blocks, n³ times the mesh energy per primitive cell. Therefore

J(supercell) = n³ J(mesh), J(supercell)/n³ = J(mesh).

As a test, an eight-atom supercell was diagonalized as a single matrix. At 108.15 bohr³ per atom, 48 waves enter. The drop is 43.2924 mHa for the supercell, or 5.4115 mHa per atom, and the 2×2×2 mesh gives the same 5.4115 mHa.

It is the jump per atom that a larger cell reduces. The jump of the whole cell need not fall. For the eight-atom cell the largest total jump in the range is 8 × 8.500 = 68.0 mHa, more than the 31.757 mHa of the one-atom cell. An energy difference between two large cells of different volume is therefore not protected by their size if the total energy is what matters.

**Lower symmetry**

The number of waves entering together depends on how many k+G have the same length. At Gamma, the cubic shell M = 14 consists of the permutations and sign changes of (3,2,1), which number 6 × 8 = 48. Now strain the cell slightly at constant volume.

In a tetragonal cell the length depends on which of the three numbers lies along the special axis, and the shell splits into three sets of 16. In an orthorhombic cell the six permutations generally have different lengths, which gives six sets of 8, although special ratios of the edges can make some of them coincide. In a general triclinic cell the sign changes are no longer equivalent either, and only q and −q remain equal.

With strains of no more than about two percent, the Gamma-point results are:

cubic: 3 jumps, at most 48 waves, largest 31.757 mHa
tetragonal: 7 jumps, at most 16 waves, largest 10.676 mHa
orthorhombic: 13 jumps, at most 8 waves, largest 6.469 mHa
triclinic: 40 jumps, at most 2 waves, largest 1.661 mHa

The orthorhombic value is larger than 31.757/6 = 5.29 mHa. The reason is the shell (±2,±2,±2), whose eight members keep a common length in any orthorhombic cell. It gave 6.471 mHa in the cubic cell and now sets the maximum. In the triclinic cell this shell splits into four pairs, and 6.471/4 = 1.62 mHa is close to the largest jump found. This suggests why the reduction from cubic to triclinic is 19.1 and not 48/2 = 24: the largest jumps in the two cells probably come from different shells.

The summed drop hardly changes, from 55.367 mHa in the cubic cell to 55.387 mHa in the triclinic one. At these small strains, lower symmetry divides nearly the same drop into smaller steps.

It also restores the faster decrease with k-points. In a generic triclinic cell the coincidences peculiar to the cubic mesh are absent, the number of distinct entries grows as n³, and the mean jump should fall as 1/N_k. Going from 1 to 8 k-points reduces it by a factor of 7.67. The ideal factor of 8 is not reached in this finite range, where the number of jumps goes from 40 to 298.

The symmetry that counts here is that of the lengths |k+G|. These depend on the cell shape and the k-points, and contain no atomic coordinates. Displacing atoms in an unstrained cubic cell therefore splits no shell. To see the effect on the energy, place two wells at ±(0.25, 0.25, 0.25) in fractional coordinates, which is a body-centred cubic crystal, with four electrons, and then move them to ±(0.25, 0.22, 0.27). The 48-wave jump is 29.413 mHa per atom before the displacement and 30.108 mHa after it. The crystal has lost symmetry, but all 48 waves still enter together and this jump has changed by only about 2%. A displacement alters only the contribution per wave, so the jump of another shell may move slightly up or down, but it is not divided into smaller steps.

**What finer steps leave behind**

More k-points make the curve look smooth, but the summed drop remains. Over the full range it is 55.4 mHa with one k-point and 58.2 mHa with 64. To see what it means, note that the list of waves is fixed by the condition g²/2 ≤ X, where

X = E_cut Ω^(2/3).

The energy is thus a function F(Ω, X). On a dense mesh its many small steps in X can be averaged into a smooth slope. At constant cutoff, dX/dΩ = 2X/(3Ω), and the chain rule gives

(dE/dΩ) at fixed cutoff = (∂F/∂Ω) at fixed set + (2X/3Ω) ∂F/∂X.

At constant volume, dX = Ω^(2/3) dE_cut, so X ∂F/∂X = E_cut ∂E/∂E_cut. Hence

(dE/dΩ) at fixed cutoff = (dE/dΩ) at fixed set + (2E_cut/3Ω) ∂E/∂E_cut.

The last term is negative, because the energy falls as the cutoff rises. It is the averaged effect of the jumps. Since the pressure is −dE/dΩ, the pressure at a fixed set is lower than that of the averaged constant-cutoff curve by

P_Pulay = (2E_cut/3Ω) |∂E/∂E_cut|.

This is the Pulay stress for a uniform change of volume. A stress obtained by differentiating the energy with the list of waves held fixed contains this deficit, because such a derivative does not see waves enter. The reference here is the constant-cutoff curve, which still carries its own basis error and need not give the converged pressure.

Take 64 k-points and the range from 122 to 142 bohr³. The jumps in it sum to 21.373 mHa. At the single volume √(122 × 142) = 131.62 bohr³, the same waves enter when the cutoff is raised from 9.507 to 10.519 hartree, and the energy then falls by 21.650 mHa. The first drop is smaller than the second by 1.3% of the second. Because X is the same at corresponding ends, Δln E_cut = (2/3) ln(142/122), and the factors 2/3 cancel in the pressure:

P_Pulay ≈ 21.650 mHa/[131.62 bohr³ × ln(142/122)] = 1.08 mHa/bohr³,

or about 32 GPa, a large value that reflects the low cutoff.

The slopes show the same thing directly. With the set of waves frozen at each of five volumes, the mean slope is 1.1013 mHa/bohr³. The constant-cutoff curve rises between its end points by only 0.0347 mHa/bohr³ on average. The difference times 20 bohr³ is 21.3 mHa, which agrees with the summed jumps. The small slope itself depends on the end points: moving one of them just past a jump of 1.24 mHa, the mean for this mesh, changes it by about 0.06 mHa/bohr³, which can reverse its sign. The curve climbs steeply along each tooth, and the jumps cancel almost all of the climb.

This remains true when the teeth are too small to see. Two volumes on the same tooth give the steep fixed-set slope. A fit through many volumes spread over many teeth approximates the slope of the averaged curve. A fit to constant-cutoff energies should therefore span many entries, with jumps small compared with the energy differences being fitted.

A dense mesh or a less symmetric cell meets the second requirement without reducing the Pulay stress. For a given potential, reducing it requires a higher cutoff. A softer potential also lowers it, and an estimate of P_Pulay from the formula above can be added to the fixed-set pressure as a correction. At fixed volume, all the drops still to come as the cutoff grows add up to the remaining basis error, which is finite in this model. What is left of that sum must tend to zero. Averaged over an interval with a fixed ratio of cutoffs, P_Pulay is 2/(3Ω) times the drop across the interval divided by Δln E_cut. That drop cannot exceed what is left of the sum, so the averaged P_Pulay tends to zero as well.

The smooth arcs depend on the gap. In a metal, occupations can change with volume, and a level crossing the Fermi energy can produce structure of its own even with a fixed set of waves. The entry volumes are still given by the same formula, but not every irregularity in the curve then has to come from the basis. The numerical check printed below gives the values used here.

Calculated quantities

```
well depth 5.5 hartree, width 0.6 bohr
cutoff 10.0 hartree; volumes 108 to 160 bohr^3
smallest band gap at the two end volumes: 1.126 hartree
Gamma only: volume bohr^3, waves, drop mHa, 2nd-order mHa
  115.28  8  6.471  6.452
  129.99  24  17.139  16.826
  145.27  48  31.757  30.417
largest: E before -2.06580, after -2.09756 hartree
largest Gamma drop: 864.1 meV per cell
blind scan, step 0.5 bohr^3: 3 discontinuities found
cubic mesh: k-points, jumps, largest mHa, mean mHa, sum mHa
  1  3  31.757  18.4555  55.367
  8  12  8.500  4.7398  56.877
  27  26  4.346  2.3043  59.912
  64  47  3.081  1.2388  58.223
power of k-point number in mean cubic jump: -0.650
entry at 108.15 bohr^3 per atom, 48 waves:
  2*2*2 mesh drop 5.4115 mHa per atom
  8-atom supercell drop 5.4115 mHa per atom
  8-atom supercell drop 43.2924 mHa per supercell
cell shape: jumps, most waves at once, largest mHa, sum mHa
  cubic: 3  48  31.757  55.367
  tetragonal: 7  16  10.676  55.376
  orthorhombic: 13  8  6.469  55.380
  triclinic: 40  2  1.661  55.387
largest drop, cubic over triclinic: 19.1
triclinic, 8 k-points: 298 jumps, mean 0.1806 mHa
triclinic mean drop, 1 over 8 k-points: 7.67
two-atom cubic cell, 48 waves entering together:
  symmetric 29.413, displaced 30.108 mHa per atom
64 k-points, 122 to 142 bohr^3: summed drops 21.373 mHa
cutoff 9.507 to 10.519 hartree at 131.62 bohr^3:
  energy drop 21.650 mHa
mean slope, frozen sets: 1.1013 mHa/bohr^3
mean slope, constant cutoff: 0.0347 mHa/bohr^3
Pulay pressure error (size): 1.0835 mHa/bohr^3
  = 31.88 GPa, frozen-set pressure too low
```
